# Steric saturation of ligands on spheres and in cylindrical pores

In a self-limiting surface reaction, the ligands left behind by the precursor can block further adsorption before the reactive sites run out. This problem asks how that steric limit depends on the curvature of the substrate.

**The model.** Each ligand is a hard sphere of diameter $d$. Its centre sits at height $h$ above the substrate, measured along the local normal. The centres therefore lie on a second surface, the centre surface, displaced by $h$ from the substrate. Ligands arrive at random positions and stay where they land. One is accepted if its centre is at least $d$, in a straight line, from every centre already present. Filling ends when no further ligand fits. Reactive sites are taken to be abundant until part (e).

The capacity $C$ is the saturated number of ligands per unit area of substrate, and $C_0$ is its value on a flat substrate. The radius $R$ is that of the substrate, with $R\gg h$ and $R\gg d$.

## (a) The area available to the centres

**Question.** A small piece of substrate has area $dA$. Find the area $dA_h$ of the corresponding piece of centre surface in terms of the principal curvatures. Apply the result to the outside of a sphere and to the inside of a cylindrical pore.

**Solution.** Let $\mathbf r(u,v)$ describe the substrate and let $\mathbf n(u,v)$ be the unit normal pointing towards the ligands. The centre surface is

$$\mathbf r_h=\mathbf r+h\,\mathbf n .$$

A small step along the substrate changes $\mathbf r$ by $d\mathbf r$ and $\mathbf n$ by $d\mathbf n$. Because $\mathbf n\cdot\mathbf n=1$, we have $\mathbf n\cdot d\mathbf n=0$, so $d\mathbf n$ lies in the tangent plane. It depends linearly on the step, $d\mathbf n=S\,d\mathbf r$, where $S$ acts within that plane.

The map $S$ is symmetric. To see this, differentiate $\mathbf n\cdot\partial_v\mathbf r=0$ with respect to $u$:

$$\partial_u\mathbf n\cdot\partial_v\mathbf r=-\mathbf n\cdot\partial_u\partial_v\mathbf r .$$

The right side is unchanged when $u$ and $v$ are exchanged, so the left side is too. A symmetric map has two perpendicular eigenvectors. Its eigenvalues $\kappa_1,\kappa_2$ are the principal curvatures, and with this convention they are positive where the surface bends away from the ligands.

A step along eigenvector $i$ becomes

$$d\mathbf r_h=d\mathbf r+h\,d\mathbf n=(1+h\kappa_i)\,d\mathbf r .$$

A small rectangle with sides along the two eigenvectors stays a rectangle, and its sides are multiplied by $1+h\kappa_1$ and $1+h\kappa_2$. Hence

$$f\equiv\frac{dA_h}{dA}=(1+h\kappa_1)(1+h\kappa_2),$$

as long as both brackets are positive.

*Sphere, ligands outside.* Here $\mathbf n=\mathbf r/R$, so $d\mathbf n=d\mathbf r/R$ and $\kappa_1=\kappa_2=1/R$:

$$f_{\rm sphere}=\left(1+\frac hR\right)^2 .$$

The total areas agree: $4\pi(R+h)^2/(4\pi R^2)$ is the same number.

*Pore, ligands inside.* The normal points to the axis. Around the circumference $d\mathbf n=-d\mathbf r/R$, so $\kappa_1=-1/R$. Along the axis the normal does not change, so $\kappa_2=0$:

$$f_{\rm pore}=1-\frac hR .$$

For a pore of length $H$, the ratio $2\pi(R-h)H/(2\pi RH)$ confirms it.

The same formula gives $1+h/R$ outside a wire and $(1-h/R)^2$ inside a spherical cavity. The sign says whether the normals spread or converge, and the power counts the curved directions.

*A saddle.* On the inner side of a torus the two curvatures have opposite signs. Let the tube radius be $a$, the ring radius $c$, and $\theta$ the angle around the tube, measured from the outermost line. Around the tube $\kappa_1=1/a$. A turn $d\phi$ about the torus axis moves the point by $(c+a\cos\theta)\,d\phi$ and turns the horizontal part of the normal, of length $\cos\theta$, by $d\phi$. Thus $\kappa_2=\cos\theta/(c+a\cos\theta)$. For $a=2.0$ nm, $c=6.0$ nm, $\theta=2.5$ rad and $h=0.30$ nm,

$$f=(1+0.150)(1-0.0547)=1.087 .$$

Finite differences of the displaced surface give the same value, 1.0872.

## (b) From area to capacity

**Question.** Under what condition is $C/C_0$ equal to $f$, and to what order in $1/R$ can this be trusted?

**Solution.** Let $n$ be the saturated number of centres per unit area of the centre surface. For $N$ ligands on a substrate of area $A$,

$$C=\frac NA=\frac{N}{A_h}\,\frac{A_h}{A}=n f .$$

On a flat substrate $f=1$ and $C_0=n_0$, so

$$\frac{C}{C_0}=f\,\frac{n}{n_0}.$$

The factor $f$ is pure geometry. The capacity follows it if $n$ keeps its flat value. This needs an argument, because the no-overlap rule uses straight distances, and these differ from distances along a curved surface.

Let the centre surface have radius $\rho$, which is $R+h$ for the sphere and $R-h$ for the pore. Write its curvature as $\kappa=\pm1/\rho$, the sign telling on which side the substrate lies. Two assumptions enter: the random filling has short-range correlations, and $n$ depends smoothly on $\kappa$. Then

$$n(\kappa)=n_0+n_1\kappa+n_2\kappa^2+\dots$$

Now reflect the centre surface, with all its centres, in a tangent plane. The sign of $\kappa$ changes, but every straight distance stays the same. An allowed filling remains allowed, with the same probability. Therefore $n(\kappa)=n(-\kappa)$, and $n_1=0$.

The diameter $d$ is the one length in the filling problem on the centre surface besides $\rho$, so the first correction has the form

$$\frac n{n_0}=1+b\,\frac{d^2}{\rho^2}+\dots$$

with a pure number $b$ that may differ between sphere and cylinder. The capacities are

$$\left.\frac C{C_0}\right|_{\rm sphere}=\left(1+\frac hR\right)^2\left[1+O\!\left(\frac{d^2}{R^2}\right)\right],\qquad
\left.\frac C{C_0}\right|_{\rm pore}=\left(1-\frac hR\right)\left[1+O\!\left(\frac{d^2}{R^2}\right)\right].$$

The guaranteed statements are thus $1+2h/R$ and $1-h/R$. The square on the sphere is the correct area ratio, but its last term, $h^2/R^2$, is of the same order as the unknown shift of $n$ when $h$ is comparable with $d$.

The argument does not cover perfectly ordered packings. In a triangular lattice each of $V$ points has six neighbours, which gives $3V$ edges and $2V$ triangles. On a sphere, Euler's relation requires points minus edges plus faces to equal 2, whereas here $V-3V+2V=0$. The lattice must contain defects, and a smooth dependence of the best density on curvature can no longer be assumed.

## (c) How curvature changes the blocking by one ligand

**Question.** Find the area of centre surface that one ligand closes to other centres, on a sphere and on a cylinder of radius $\rho$. Compare it with the flat value $\pi d^2$.

**Solution.** *Sphere.* The closed region is a cap whose edge lies at polar angle $\alpha$ from the ligand. The straight distance to the edge is $d=2\rho\sin(\alpha/2)$. The area of the cap is

$$2\pi\rho^2(1-\cos\alpha)=4\pi\rho^2\sin^2\frac\alpha2=\pi d^2 .$$

This equals the flat value for any $\rho\ge d/2$.

*Cylinder.* Let $x$ be the arc length around the cylinder and $z$ the distance along it. The straight distance $\ell$ obeys

$$\ell^2=z^2+4\rho^2\sin^2\frac{x}{2\rho}=z^2+x^2-\frac{x^4}{12\rho^2}+\dots,$$

where $\sin^2y=y^2-y^4/3+\dots$ was used with $y=x/2\rho$. Unroll the cylinder and set $x=r\cos\varphi$, $z=r\sin\varphi$. At the edge $\ell=d$, so

$$r^2=d^2+\frac{r^4\cos^4\varphi}{12\rho^2}\approx d^2+\frac{d^4\cos^4\varphi}{12\rho^2},$$

because replacing $r$ by $d$ in the small term costs only higher orders. With $\int_0^{2\pi}\cos^4\varphi\,d\varphi=3\pi/4$, the closed area is

$$\frac12\int_0^{2\pi}r^2\,d\varphi=\pi d^2+\frac{d^4}{24\rho^2}\,\frac{3\pi}4=\pi d^2\left(1+\frac{d^2}{32\rho^2}\right).$$

The correction is of second order, as part (b) requires. For $d=0.40$ nm and $\rho=4.7$ nm it is $2.263\times10^{-4}$, and direct integration gives $2.265\times10^{-4}$.

These areas concern one ligand at a time. Near saturation the closed regions of many ligands overlap, so the pair result alone does not fix $n$. That requires the filling itself.

## (d) A particle and a pore of 5 nm radius

**Question.** Take $d=0.40$ nm, $h=0.30$ nm and $R=5.0$ nm. Random filling of a flat surface gives $C_0=4.343\pm0.009$ ligands per nm². Predict the capacities of the particle and the pore, and compare them with random filling of the curved surfaces.

**Solution.** With $h/R=0.060$,

$$f_{\rm sphere}=1.060^2=1.1236,\qquad f_{\rm pore}=1-0.060=0.940 .$$

The predicted capacities are $4.343\times1.1236=4.88$ and $4.343\times0.940=4.08$ per nm².

In the simulations, ligands were added one at a time under the straight-distance rule until every part of the centre surface was shown to be blocked. Six fillings of each surface gave these means and standard errors:

| Surface | Capacity (nm⁻²) | Ratio to flat | Area factor |
|---|---|---|---|
| sphere | 4.888 ± 0.015 | 1.125 ± 0.004 | 1.1236 |
| pore | 4.088 ± 0.012 | 0.941 ± 0.003 | 0.9400 |

Both ratios agree with the area factors within one standard error. The sphere result cannot tell 1.1236 from the first-order value 1.1200, since they differ by less than one standard error. The particle carries about 1536 ligands; the same substrate area, if flat, would carry about 1364.

The assumption about $n$ was examined where it is under more strain, on centre surfaces of radius $\rho=1.0$ nm. There $d/\rho=0.40$ and $d^2/\rho^2=0.16$. The ratio $n/n_0$ came out as $0.994\pm0.005$ on the sphere and $0.994\pm0.005$ on the cylinder. Both correspond to $b\approx-0.04\pm0.03$. These samples are too small to resolve the shift, which does not mean it is zero, but they show that it is far smaller than $d^2/\rho^2$. In the 5 nm example $d^2/\rho^2$ is only 0.006 for the particle and 0.007 for the pore. The change of $n$ is therefore negligible beside the changes of 12 % and 6 % in area. With $|b|$ near 0.05 the relative shift of $n$ on the particle is about 0.0003, well below $h^2/R^2=0.0036$. Because $b$ is so small, the square term is worth keeping in this example.

The pore formula must not be continued to $R\to h$, although it gives a plausible-looking zero there. Ligands on opposite walls already collide when $2(R-h)<d$, and $n$ has left $n_0$ by then: it is lower by about 3 % at $\rho=d$ and by about 21 % at $\rho=d/2$. As $R\to h$ the centres fill the pore axis like a line. Random filling of a line gives about $0.748/d$ centres per unit length, so $n$ grows without bound while the capacity stays finite, near $0.748/(2\pi hd)\approx1.0$ per nm².

## (e) When reactive sites are scarce

**Question.** Suppose the substrate has $s$ independent, randomly placed sites per unit area, each holding at most one ligand directly above it. How does the capacity now depend on $f$? Examine the limits of many and of few sites.

**Solution.** The sites are projected along the normals onto the centre surface, where their density is $s/f$. (For sphere and pore $f$ is uniform, so they remain randomly spread.) Let $n(\sigma)$ be the final density of centres when $\sigma$ sites per unit area of centre surface are tried in random order. One try per site is enough, because ligands never leave and a blocked site stays blocked. Neglecting the small direct effect of curvature on $n$,

$$C(s)=f\,n\!\left(\frac sf\right).$$

Take logarithms, $\ln C=\ln f+\ln n$, and use $\ln\sigma=\ln s-\ln f$. At fixed $s$,

$$\frac{d\ln C}{d\ln f}=1-\frac{d\ln n}{d\ln\sigma}\bigg|_{\sigma=s/f}.$$

The two terms compete: a larger centre surface gives the ligands more room, but it also spreads the same sites more thinly.

*Many sites.* Here $n\to n_0$, the slope of $\ln n$ vanishes, and $C=fn_0$ as before. The approach is slow, with $n_0-n\propto\sigma^{-1/2}$: even at 100 sites per nm², $n$ lies about 12 % below $n_0$.

*Few sites.* Here $n\approx\sigma$, the slope is 1, and $C\approx s$. Curvature no longer matters, because nearly every site is used. To find the small loss for $N$ sites, note that a given pair lies closer than $d$ with probability $\pi d^2/A_h$. There are $N(N-1)/2$ pairs, and to leading order each close pair costs one ligand. The fraction used is

$$1-\frac{(N-1)\,\pi d^2}{2A_h}.$$

For six sites on the 5 nm particle, $A_h=4\pi(5.3\ \text{nm})^2=353$ nm², and the fraction is $1-5\times0.5027/706=0.996$. Simulation gives 0.998. This confirms that nearly all sites are used; the loss itself is too small for these data to test its formula closely.

*An intermediate case.* For $s=8.0$ per nm² the flat capacity falls from 4.34 to 2.60 per nm². Many sites are lost because random sites often lie too close together, while gaps between ligands may contain no site. Filling the curved surfaces gives 2.794 per nm² for the particle and 2.488 for the pore. The formula, with $n(s/f)$ taken from separate flat fillings, gives 2.790 and 2.488. Relative to a flat substrate with the same $s$,

$$\frac{C_{\rm sphere}}{C_{\rm flat}}=1.074\pm0.004,\qquad \frac{C_{\rm pore}}{C_{\rm flat}}=0.956\pm0.004 .$$

The gain on the particle has dropped from 12.4 % to about 8 %, and the loss in the pore from 6.0 % to about 4 %; both ratios above share the error of the flat value, which came out slightly high here. Larger samples give a flat value near 2.59 per nm² and ratios near 1.08 and 0.96.

## (f) Uncertain heights, leaning ligands and real surfaces

**Question.** How much do the area factors change if $h$ is uncertain by 0.05 nm, or if the ligands lean thermally at 500 K with a bending stiffness $K=1.0$ eV/rad²? Which assumption matters most for a real deposition process?

**Solution.** *Height.* Raising $h$ to 0.35 nm changes the sphere factor by $1.070^2-1.060^2=0.021$. The pore factor changes in size by $0.05/5.0=0.010$. Both are about one sixth of the curvature effect itself, as expected when $h$ changes by one sixth.

*Leaning.* A ligand tilted by an angle $\alpha$ lowers its centre by $h(1-\cos\alpha)\approx h\alpha^2/2$. The energy is $K\alpha^2/2$, and small tilts in two directions carry the weight $\alpha\,d\alpha$. With $t=\alpha^2/2$, so that $dt=\alpha\,d\alpha$,

$$\left\langle\frac{\alpha^2}2\right\rangle=\frac{\int_0^\infty t\,e^{-Kt/k_BT}\,dt}{\int_0^\infty e^{-Kt/k_BT}\,dt}=\frac{k_BT}{K}.$$

At 500 K, $k_BT=0.0431$ eV, and the mean drop is about $0.30\times0.0431=0.013$ nm. The integral without the small-angle approximation gives 0.0126 nm. This lowers the sphere factor by 0.005 and raises the pore factor by 0.003. The estimate covers the change of height alone; leaning ligands could also move sideways to make room, which would change $n$.

*The real case.* The sizes chosen are rough values for methyl groups on an oxide surface during atomic layer deposition from trimethylaluminium and water. Saturated methyl coverages there are roughly 5 per nm², near the model's 4.3 for abundant sites. Hydroxyl densities on oxides are of order 10 per nm² or less, far from abundant, and with one ligand per site at 8 sites per nm² the model gives only 2.6. The closeness therefore does not validate the model, which omits ligand exchange, loss of methyl groups as methane, attraction and rearrangement. A radius of 5 nm suits small particles and narrow mesopores; in a hole of 50 nm radius, with the same $h$, the pore correction is just 0.6 %. Of the effects sized here, site scarcity is the largest: at 8 random sites per nm² it removes about a third of the particle's gain. Real sites are neither independent nor uniformly random, so that figure indicates a scale rather than a correction to apply. The area factors can serve as a design estimate when exposure is long enough to saturate the whole surface, steric blocking sets the limit, and $h$ and the site density are the same on the curved and flat substrates. With one ligand per random site, the model reaches only about 70 % (particle) to 75 % (pore) of the area-factor change at 10 sites per nm², and about 87 % at 30. At realistic site densities the factors therefore overstate the curvature effect in this model.

## Table of computed values

```
group diameter d = 0.40 nm
height of centres h = 0.30 nm
substrate radius R = 5.0 nm
h/R = 0.060
area factor, sphere: formula 1.1236, measured 1.1236
area factor, pore: formula 0.9400, measured 0.9400
first-order factor, sphere = 1.1200
torus: tube radius 2.0 nm, ring radius 6.0 nm, angle 2.5 rad
area factor, torus: formula 1.0872, measured 1.0872
excluded area, flat = 0.5027 nm^2
excluded area, sphere = 0.5027 nm^2
relative excess of excluded area, pore: measured 2.265e-04, formula 2.263e-04
saturated runs per surface = 6
flat capacity = 4.343 +- 0.009 per nm^2
flat covered fraction = 0.5458
sphere capacity = 4.888 +- 0.015 per nm^2
pore capacity = 4.088 +- 0.012 per nm^2
sphere/flat, simulated = 1.1253 +- 0.0041
pore/flat, simulated = 0.9411 +- 0.0033
groups on one sphere, simulated mean = 1536
strong curvature: rho = 1.0 nm, (d/rho)^2 = 0.160
centre density/flat, small sphere = 0.9941 +- 0.0048
centre density/flat, small pore = 0.9939 +- 0.0049
(d/rho)^2 in the example: sphere 0.0057, pore 0.0072
site density = 8.0 per nm^2
flat capacity with these sites = 2.602 +- 0.008 per nm^2
sphere capacity with these sites: simulated 2.794, formula 2.790 per nm^2
pore capacity with these sites: simulated 2.488, formula 2.488 per nm^2
sphere/flat with these sites = 1.0738 +- 0.0043
pore/flat with these sites = 0.9560 +- 0.0037
scarce sites on the sphere: 6 sites, 0.0191 per nm^2
fraction of scarce sites used: simulated 0.9983, formula 0.9964
height uncertainty = 0.05 nm
its effect on the factor: sphere 0.0213, pore 0.0100
temperature = 500 K, kT = 0.0431 eV
bending stiffness = 1.0 eV/rad^2
mean height lost by leaning = 0.0126 nm
its effect on the factor: sphere 0.0053, pore 0.0025
```
